# The Error Bound of Incomplete Cholesky Decomposition for Repulsion Integrals

Let \(\chi_p\) be real Gaussian basis functions, contracted or not, centred anywhere. Their products \(\rho_i(\mathbf r)=\chi_p(\mathbf r)\chi_q(\mathbf r)\) are called pair densities, and one label \(i=(pq)\) with \(p\ge q\) stands for each distinct pair. In atomic units the two-electron repulsion integrals form a real symmetric matrix

\[
V_{ij}=(pq|rs)=\iint \frac{\rho_i(\mathbf r)\,\rho_j(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad i=(pq),\; j=(rs).
\]

Since \((pq|rs)\) is unchanged by exchanging \(p\) with \(q\) or \(r\) with \(s\), this matrix contains every integral.

An incomplete Cholesky decomposition approximates \(V\) by \(LL^{T}\), where \(L\) has fewer columns than \(V\). It starts from the residual \(R=V\) and repeats one step. A label \(k\) with \(R_{kk}>0\), the pivot, is chosen; the column

\[
\ell_i=\frac{R_{ik}}{\sqrt{R_{kk}}}
\]

is appended to \(L\); and the residual is replaced by

\[
R'_{ij}=R_{ij}-\ell_i\ell_j=R_{ij}-\frac{R_{ik}R_{kj}}{R_{kk}} .
\tag{1}
\]

The usual pivot is the label of the largest residual diagonal. The process stops when no diagonal element of \(R\) exceeds a chosen threshold \(\tau>0\). The largest diagonal element at that moment is called \(\delta\), so \(\delta\le\tau\). Each step subtracts the product of the new column with itself, so at every stage \(R=V-LL^{T}\): the element \(R_{ij}\) is the error of the integral \(V_{ij}\), defined as true value minus approximation.

The stopping test looks at the diagonal alone. The problem is to find out what it says about all the other integrals. Exact arithmetic is assumed until part (e).

## (a) The repulsion matrix is positive semidefinite

**Show that \(x^{T}Vx\ge 0\) for every real vector \(x\).**

**Solution.** Put \(\rho=\sum_i x_i\rho_i\). By linearity,

\[
x^{T}Vx=\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
\]

the repulsion of the charge distribution \(\rho\) with itself, without the factor \(\tfrac12\) of the electrostatic energy. Since \(\rho\) may change sign, the integrand may be negative, and the sign of the integral needs a proof.

Consider, for \(\varepsilon>0\), the damped Fourier integral

\[
g_\varepsilon(r)=\frac{1}{2\pi^2}\int\frac{e^{-\varepsilon k}}{k^2}\,e^{i\mathbf k\cdot\mathbf r}\,d^3k .
\]

The average of \(e^{i\mathbf k\cdot\mathbf r}\) over the directions of \(\mathbf k\) is \(\sin(kr)/(kr)\), and \(d^3k\) contributes \(4\pi k^2dk\). Hence

\[
g_\varepsilon(r)=\frac{2}{\pi r}\int_0^\infty e^{-\varepsilon k}\,\frac{\sin kr}{k}\,dk=\frac{2}{\pi r}\arctan\frac{r}{\varepsilon}.
\]

The last integral follows by differentiating with respect to \(r\), which gives \(\int_0^\infty e^{-\varepsilon k}\cos kr\,dk=\varepsilon/(\varepsilon^2+r^2)\), and integrating back from \(r=0\), where it vanishes. As \(\varepsilon\to0\) the arctangent rises to \(\pi/2\), so \(g_\varepsilon(r)\) rises to \(1/r\) and never exceeds it.

With \(\hat\rho(\mathbf k)=\int\rho(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r\), replacing \(1/r\) by \(g_\varepsilon\) gives

\[
\iint\rho(\mathbf r)\,g_\varepsilon(|\mathbf r-\mathbf r'|)\,\rho(\mathbf r')\,d^3r\,d^3r'
=\frac{1}{2\pi^2}\int\frac{e^{-\varepsilon k}}{k^2}\,|\hat\rho(\mathbf k)|^2\,d^3k ,
\]

because the two space integrals produce \(\hat\rho(\mathbf k)\) and its complex conjugate. The order of integration may be changed since everything converges absolutely. Now let \(\varepsilon\to0\). On the left the integrand is bounded by \(|\rho(\mathbf r)\rho(\mathbf r')|/|\mathbf r-\mathbf r'|\), which is integrable for Gaussian products; on the right the integrand grows monotonically. Both limits may be taken under the integral:

\[
x^{T}Vx=\frac{1}{2\pi^2}\int\frac{|\hat\rho(\mathbf k)|^2}{k^2}\,d^3k\;\ge 0 .
\tag{2}
\]

Thus \(\langle f,g\rangle=\iint f(\mathbf r)g(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'\) has the properties of an inner product on combinations of pair densities, and \(V_{ij}=\langle\rho_i,\rho_j\rangle\) is its matrix of overlaps.

## (b) What one step preserves

**Show that the residual stays positive semidefinite, that integrals containing a pivot pair become exact and remain so, and that the process ends.**

**Solution.** Suppose \(R\) is positive semidefinite and \(R_{kk}>0\). Let \(e_k\) be the unit vector of label \(k\). For any \(x\) and any real \(t\),

\[
0\le (x+te_k)^{T}R(x+te_k)=x^{T}Rx+2t\,(Rx)_k+t^2R_{kk}.
\]

This parabola in \(t\) opens upwards. Its minimum lies at \(t=-(Rx)_k/R_{kk}\), where its value is

\[
x^{T}Rx-\frac{2(Rx)_k^2}{R_{kk}}+\frac{(Rx)_k^2}{R_{kk}}=x^{T}Rx-\frac{(Rx)_k^2}{R_{kk}} .
\]

From (1), on the other hand,

\[
x^{T}R'x=x^{T}Rx-\frac{1}{R_{kk}}\Big(\sum_i x_iR_{ik}\Big)^2=x^{T}Rx-\frac{(Rx)_k^2}{R_{kk}} .
\]

The two expressions agree, so \(x^{T}R'x\) is the minimum of a nonnegative function and is itself nonnegative. The first residual is \(V\), which is positive semidefinite by (a); by induction all residuals are.

Setting \(i=k\) in (1) gives \(R'_{kj}=R_{kj}-R_{kk}R_{kj}/R_{kk}=0\) for all \(j\). A later step with pivot \(l\) changes this row by \(-R'_{kl}R'_{lj}/R'_{ll}\), which is zero because \(R'_{kl}=0\). Row \(k\), and by symmetry column \(k\), therefore stays zero, and every integral containing the pair \(k\) is reproduced without error.

A used pivot has zero residual diagonal and cannot be chosen again, so the number of steps is at most the number of pairs. Moreover, \(R'_{ii}=R_{ii}-R_{ik}^2/R_{kk}\le R_{ii}\): no diagonal element ever grows.

A step needs the diagonal of \(R\) and its column \(k\), where \(R_{ik}=V_{ik}-\sum_m L_{im}L_{km}\). The procedure can thus run on the diagonal of \(V\) and its pivot columns. The off-diagonal errors \(R_{ij}\) between two pairs that were never pivots are then never computed, which is why a guarantee derived from the diagonal is needed.

## (c) From the diagonal to every integral

**Bound \(|R_{ij}|\) at the stop in terms of \(\delta\), and decide whether the bound can be lowered.**

**Solution.** For \(i\ne j\) take a vector with entry \(a\) at \(i\), entry \(b\) at \(j\), and zeros elsewhere. Semidefiniteness gives

\[
a^2R_{ii}+2ab\,R_{ij}+b^2R_{jj}\ge0\qquad\text{for all real }a,b .
\tag{3}
\]

The choice \(a=1,b=0\) shows \(R_{ii}\ge0\), and likewise \(R_{jj}\ge0\). There are two cases.

If \(R_{jj}>0\), choose \(a=1\) and \(b=-R_{ij}/R_{jj}\). Then (3) becomes \(R_{ii}-R_{ij}^2/R_{jj}\ge0\), or \(R_{ij}^2\le R_{ii}R_{jj}\).

If \(R_{jj}=0\), choose \(a=1\). Then \(R_{ii}+2bR_{ij}\ge0\) must hold for every \(b\), of either sign and any size, which forces \(R_{ij}=0\). The inequality \(R_{ij}^2\le R_{ii}R_{jj}\) holds again.

At the stop both diagonal elements are at most \(\delta\), so

\[
\boxed{\;|R_{ij}|\le\sqrt{R_{ii}R_{jj}}\le\delta\le\tau\;}
\tag{4}
\]

For \(i=j\) the statement is \(0\le R_{ii}\le\delta\), which is the definition of \(\delta\). Every integral is therefore in error by at most \(\delta\).

The bound cannot be lowered, because some diagonal element equals \(\delta\), and that element is the error of an integral of the type \((pq|pq)\). Hence \(\max_{ij}|R_{ij}|=\delta\): the stopping test measures the largest error. Integrals \((pq|pq)\) are never overestimated, since \(R_{ii}\ge0\); for the others the proof fixes no sign.

The middle member of (4) is the sharper statement. An integral between a well-represented pair and a poorly represented one has an error no larger than the geometric mean of the two diagonal errors.

The proof did not use the rule that the pivot has the largest diagonal. Any order of positive pivots gives (4) once the stopping test is met. The order can affect how many vectors are needed.

## (d) What the residual means, and a case worked by hand

**Interpret \(R_{ij}\) as a repulsion between charge distributions. Then decompose the matrix for two normalized s Gaussians, with exponents 1.0 and 0.4 bohr\(^{-2}\), placed 1.4 bohr apart, using \(\tau=0.01\) hartree.**

**Solution.** Attach to each label a function \(f_i\), initially \(f_i=\rho_i\), so that \(R_{ij}=\langle f_i,f_j\rangle\) holds at the start. In a step with pivot \(k\) let

\[
f_i'=f_i-\frac{R_{ik}}{R_{kk}}f_k .
\]

Then

\[
\langle f_i',f_j'\rangle=R_{ij}-\frac{R_{jk}R_{ik}}{R_{kk}}-\frac{R_{ik}R_{kj}}{R_{kk}}+\frac{R_{ik}R_{jk}}{R_{kk}^2}R_{kk}=R_{ij}-\frac{R_{ik}R_{kj}}{R_{kk}}=R'_{ij},
\]

so the relation persists. Also \(\langle f_i',f_k\rangle=R_{ik}-R_{ik}=0\): each new function is orthogonal, in the Coulomb inner product, to the pivot function just used. Later functions are combinations of these new ones and keep that orthogonality. Each pivot function is \(\rho_k\) minus a combination of earlier pivot densities, so the pivot functions and the pivot densities span the same space. Consequently \(f_i\) is the part of \(\rho_i\) orthogonal to all pivot densities, and \(R_{ij}\) is the repulsion between two such remainders.

Adding to \(f_i\) any combination \(g\) of pivot densities gives \(\langle f_i+g,f_i+g\rangle=R_{ii}+\langle g,g\rangle\ge R_{ii}\), since the cross term vanishes. Thus \(R_{ii}\) is the smallest self-repulsion that can be left after fitting \(\rho_i\) by pivot densities, and (4) is the Cauchy–Schwarz inequality for the fitting errors.

The two Gaussians have three pair densities, 11, 21 and 22. In hartree, the integrals are

\[
\begin{aligned}
(11|11)&=1.128379, & (21|11)&=0.481111, & (21|21)&=0.227190,\\
(22|11)&=0.618228, & (22|21)&=0.337040, & (22|22)&=0.713650 .
\end{aligned}
\]

The largest diagonal element belongs to 11, the first pivot. Equation (1) gives

\[
\begin{aligned}
R_{21,21}&=0.227190-\frac{0.481111^2}{1.128379}\approx0.02206,\\
R_{22,21}&=0.337040-\frac{0.618228\times0.481111}{1.128379}\approx0.07344,\\
R_{22,22}&=0.713650-\frac{0.618228^2}{1.128379}\approx0.37493 ,
\end{aligned}
\]

and zero for all elements containing 11. The off-diagonal error 0.0734 hartree respects its own bound \(\sqrt{0.02206\times0.37493}\approx0.0909\) hartree, and lies well below the largest diagonal.

The second pivot is 22. One element survives; with one more digit carried,

\[
R_{21,21}=0.022058-\frac{0.073444^2}{0.374929}\approx0.00767\ \text{hartree}.
\]

This is below 0.01 hartree, so the process stops with two vectors and \(\delta\approx0.00767\) hartree. Five of the six integrals are exact, and \((21|21)\) carries the whole error. A direct numerical minimization of the self-repulsion of \(\rho_{21}-c_1\rho_{11}-c_2\rho_{22}\) reaches the same value, at \(c_1\approx0.319\) and \(c_2\approx0.196\).

The guarantee is absolute, not relative: here the error is \(0.00767/0.22719\approx3.4\%\) of the integral. An integral smaller than \(\delta\) may have no correct digit.

## (e) Where the argument fails

**Find out what happens to (4) if the matrix is not positive semidefinite, and what this implies for finite-precision work.**

**Solution.** Take the dimensionless matrix

\[
A=10^{-3}\begin{pmatrix}0.5&2\\2&0.5\end{pmatrix},\qquad \tau=10^{-3}.
\]

Both diagonal elements are below \(\tau\), so the process stops with no vectors and \(\delta=0.5\times10^{-3}\). The off-diagonal error is \(2\times10^{-3}\), four times \(\delta\). The vectors \((1,1)\) and \((1,-1)\) are eigenvectors with eigenvalues \(2.5\times10^{-3}\) and \(-1.5\times10^{-3}\); the negative one shows that the assumption is violated.

The damage can be bounded. Suppose the lowest eigenvalue of a symmetric residual \(R\) is no lower than \(-\eta\), with \(\eta\ge0\). Then \(R+\eta I\) is positive semidefinite, its diagonal elements are at most \(\delta+\eta\), and its off-diagonal elements are those of \(R\). The argument of (c) applied to \(R+\eta I\) gives

\[
|R_{ij}|\le\delta+\eta\qquad(i\ne j).
\]

In the example \(\delta+\eta=(0.5+1.5)\times10^{-3}\), which is the error found.

Computed integrals carry rounding errors, and so do the recursively updated diagonals. They can make a residual slightly indefinite, so \(\tau\) must stay well above the rounding noise. The test must also include every pair: if some diagonals are left out of it, \(\sqrt{R_{ii}R_{jj}}\) still bounds the errors, but the largest diagonal among the tested pairs does not.

## (f) Water, and quantities built from the integrals

**Examine the bound for a water molecule in the cc-pVDZ basis. What does it imply for the Coulomb energy and for integrals over molecular orbitals?**

**Solution.** The oxygen nucleus is at the origin and the hydrogen nuclei are at \((0,\pm0.757,0.587)\) Å. The 24 basis functions form 300 pairs, and the largest integral is 4.738 hartree. With the largest diagonal as pivot the results are as follows, energies in hartree.

| \(\tau\) | vectors | \(\delta\) | largest off-diagonal error |
|---|---|---|---|
| \(10^{-2}\) | 61 | \(9.98\times10^{-3}\) | \(5.11\times10^{-3}\) |
| \(10^{-4}\) | 121 | \(9.46\times10^{-5}\) | \(5.31\times10^{-5}\) |
| \(10^{-6}\) | 185 | \(9.62\times10^{-7}\) | \(7.69\times10^{-7}\) |
| \(10^{-8}\) | 248 | \(7.20\times10^{-9}\) | \(6.00\times10^{-9}\) |

The errors were found by comparing \(LL^{T}\) with the full matrix element by element. In all four cases the largest error equals \(\delta\) within rounding, as (c) requires. They are errors relative to the full integrals in the same basis, and say nothing about the incompleteness of that basis. The entries also depend on how the molecule is oriented relative to the coordinate axes, because a rotation mixes the \(p\) and \(d\) functions and changes the pivots: six random orientations needed between 116 and 122 vectors at \(\tau=10^{-4}\) hartree. The bound (4) holds in any orientation.

At \(\tau=10^{-4}\) hartree, taking instead the first label in the list whose diagonal exceeds \(\tau\) requires 143 vectors rather than 121. Its largest error is \(7.01\times10^{-5}\) hartree, also within the threshold. These figures refer to the list \((11),(21),(22),(31),\dots\) with the oxygen functions first; the reversed list needs 152 vectors and ends with a largest error of \(9.24\times10^{-5}\) hartree. Here the usual order saves vectors but does not give the smaller final error.

**Coulomb energy.** For a symmetric density matrix \(P\), the Coulomb energy is \(\tfrac12\sum_{pqrs}P_{pq}P_{rs}(pq|rs)\). Collecting equal terms \(pq\) and \(qp\) turns it into \(\tfrac12d^{T}Vd\), with \(d_i=P_{pp}\) for \(i=(pp)\) and \(d_i=2P_{pq}\) for \(p>q\). At fixed density the error is \(\Delta E=\tfrac12d^{T}Rd\), true minus approximate. Semidefiniteness makes it nonnegative, and (4) bounds each term:

\[
0\le\Delta E\le\tfrac12\sum_{ij}|d_i|\sqrt{R_{ii}R_{jj}}\,|d_j|
=\tfrac12\Big(\sum_i|d_i|\sqrt{R_{ii}}\Big)^2\le\tfrac12\,\delta\Big(\sum_i|d_i|\Big)^2 .
\]

The truncated decomposition therefore never overestimates this energy. For the restricted Hartree–Fock density of water, whose Coulomb energy is 46.900 hartree, the threshold \(10^{-4}\) hartree gives \(\Delta E=8.87\times10^{-5}\) hartree. The two upper bounds are \(6.60\times10^{-4}\) and \(1.73\times10^{-2}\) hartree. The second is about 195 times the actual error. Assigning the worst diagonal to every pair accounts for a factor of 26; replacing \(|R_{ij}|\) by \(\sqrt{R_{ii}R_{jj}}\) accounts for about 4, since \(\tfrac12\sum_{ij}|d_i||R_{ij}||d_j|=1.67\times10^{-4}\) hartree; forbidding cancellation accounts for about 2. The value of \(\Delta E\) belongs to this orientation of the molecule: six random orientations gave between \(8.0\times10^{-5}\) and \(3.3\times10^{-4}\) hartree, so \(\Delta E\) can exceed \(\delta\). The Coulomb energy itself is not converged with respect to the basis; cc-pVTZ gives 46.820 hartree.

**Molecular-orbital integrals.** For orbitals \(\phi_a=\sum_pC_{pa}\chi_p\), the error of \((ab|cd)\) is the sum of the basis-function errors weighted by \(C_{pa}C_{qb}C_{rc}C_{sd}\). Replacing each error by its bound \(\delta\) and each coefficient by its magnitude gives

\[
|\Delta(ab|cd)|\le\delta\,n_an_bn_cn_d,\qquad n_a=\sum_p|C_{pa}| .
\]

Since \(n_a\) may exceed 1, this bound can be larger than \(\delta\), and the water example shows that the actual error can exceed \(\delta\) too. In water the largest \(n_a\) is 10.3. At \(\tau=10^{-4}\) hartree the largest orbital-integral error is \(9.07\times10^{-4}\) hartree, nearly ten times \(\delta=9.46\times10^{-5}\) hartree. It belongs to \((aa|aa)\) for a high virtual orbital, the 23rd of 24, which also has the largest \(n_a\); among integrals over occupied orbitals only, the largest error is \(2.5\times10^{-5}\) hartree, below \(\delta\). The factor is not universal: other orientations of the molecule raise it to as much as 29, and in cc-pVTZ, where the largest \(n_a\) is 42, an integral \((aa|aa)\) of the highest virtual orbital is in error by \(9.1\times10^{-3}\) hartree, about \(100\,\delta\).

What does carry over is the structure. The orbital errors are Coulomb inner products of combinations of the remainders \(f_i\) from (d), so they again form a positive semidefinite matrix. The largest of them is the largest error among the integrals \((ab|ab)\), and checking those diagonal errors suffices to control the whole transformed set. The numerical check asserts (4) for water, the threshold and the Schwarz bound for the two-Gaussian case, the two Coulomb-energy bounds and the bound \(\delta\,n_an_bn_cn_d\); the statement about the diagonal orbital errors rests on the argument just given and is not tested there.

## Table of computed values

```
MODEL: two s Gaussians
exponents: 1.0, 0.4 bohr^-2
distance: 1.4 bohr
threshold: 0.01 hartree
pivot order: 11, 22
integral: V, R after 1, R after 2 vectors (hartree)
(11|11): 1.128379 0.000000 0.000000
(21|11): 0.481111 0.000000 0.000000
(21|21): 0.227190 0.022058 0.007671
(22|11): 0.618228 0.000000 0.000000
(22|21): 0.337040 0.073444 0.000000
(22|22): 0.713650 0.374929 0.000000
bound on (22|21) after 1: 0.090940 hartree
fitted coefficients of 11, 22: 0.3190, 0.1959
least self-repulsion: 0.007671 hartree
Fourier check, max difference: 1.1e-14 hartree
WATER: RHF/cc-pVDZ
O: 0.000 0.000 0.000 angstrom
H: 0.000 0.757 0.587 angstrom
H: 0.000 -0.757 0.587 angstrom
basis functions: 24, pairs: 300
largest integral: 4.7383 hartree
lowest eigenvalue of V: -2.1e-17 hartree
Coulomb energy: 46.899904 hartree
columns: threshold, vectors, delta, max error,
  max off-diagonal error, Coulomb energy error
  (all but vectors in hartree)
1e-02 61 9.9835e-03 9.9835e-03 5.1095e-03 3.133e-03
1e-04 121 9.4606e-05 9.4606e-05 5.3098e-05 8.867e-05
1e-06 185 9.6235e-07 9.6235e-07 7.6852e-07 1.453e-07
1e-08 248 7.1959e-09 7.1959e-09 6.0038e-09 1.769e-09
DETAILS at threshold 1e-04 hartree
Coulomb energy error: 8.867e-05 hartree
its bound from all diagonals: 6.601e-04 hartree
its bound from delta alone: 1.727e-02 hartree
vectors, largest pivot first: 121
vectors, first allowed pivot: 143
max error, first allowed pivot: 7.0072e-05 hartree
delta: 9.4606e-05 hartree
max orbital-integral error: 9.0704e-04 hartree
largest coefficient 1-norm: 10.300
INDEFINITE 2x2 MATRIX (dimensionless)
diagonal, off-diagonal: 5.0e-04, 2.0e-03
threshold: 1.0e-03, vectors: 0
lowest eigenvalue: -1.5e-03
largest diagonal: 5.0e-04, max error: 2.0e-03
```
